# Tip Deflection of Uniform and Knife-Edge Lines under Uniform Pressure: test program

```python
# RESULT UNDER TEST: a clamped line whose thickness tapers linearly to a
# knife edge has a tip deflection p H^4/(2 B0) under uniform pressure p,
# four times the value p H^4/(8 B0) of a uniform line of equal base thickness.
# H: height; t0: base thickness; B0 = E' t0^3/12: base bending stiffness per
# unit length; E': plane-strain modulus; x: distance from tip divided by H;
# b: top thickness divided by base thickness (0 = knife edge, 1 = uniform).
# Reduced units H = p = B0 = 1 are used for the tests of the beam theory.
import numpy as np
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.linalg import solve_triangular


def minimise_energy(b, n, tip_force=False):
    """Minimise discrete bending energy minus load work; no moment formula."""
    second_difference = np.zeros((n, n))
    for i in range(n):
        second_difference[i, i] = 1.0
        if i >= 1:
            second_difference[i, i - 1] = -2.0
        if i >= 2:
            second_difference[i, i - 2] = 1.0
    second_difference[0, 0] = 2.0          # clamped base: mirror node
    second_difference *= n**2
    height = np.arange(n) / n
    stiffness = (1 - (1 - b) * height)**3 / n
    stiffness[0] *= 0.5
    force = np.zeros(n)
    if tip_force:
        force[-1] = 1.0
    else:
        force[:] = 1.0 / n
        force[-1] *= 0.5
    generalized = solve_triangular(second_difference.T, force, lower=False)
    curvature = generalized / stiffness
    deflection = solve_triangular(second_difference, curvature, lower=True)
    return deflection, curvature


def blunt_ratio(b):
    bracket = 1 + 1.5*b - 3*b**2 + 0.5*b**3 + 3*b*np.log(b)
    return 4 * bracket / (1 - b)**4


def knife_profile(x):
    return 0.5 * (1 - x + x*np.log(x))


def uniform_profile(x):
    return (3 - 4*x + x**4) / 24


# --- tests of the beam theory ---
n = 800
w_uniform, k_uniform = minimise_energy(1.0, n)
w_knife, k_knife = minimise_energy(0.0, n)
w_coarse, _ = minimise_energy(0.0, n // 2)
# The knife-edge tip error is first order in the step: extrapolate it away.
tip_knife = 2*w_knife[-1] - w_coarse[-1]
tip_uniform = w_uniform[-1]
assert abs(tip_uniform - 1/8) < 1e-5
assert abs(tip_knife - 1/2) < 1e-6
numerical_ratio = tip_knife / tip_uniform
assert abs(numerical_ratio - 4) < 1e-4
for height in (0.25, 0.5, 0.75):
    index = int(round(height*n)) - 1
    assert abs(w_knife[index] - knife_profile(1 - height)) < 1e-5
    assert abs(w_uniform[index] - uniform_profile(1 - height)) < 1e-5
# Surface strain is curvature times half thickness: constant for knife edge.
thickness_nodes = 1 - np.arange(n)/n
surface_strain = k_knife * thickness_nodes
assert np.ptp(surface_strain) < 1e-6
assert abs(surface_strain[0] - k_uniform[0]) < 1e-6
assert k_uniform[n // 2] < 0.3 * k_uniform[0]
for b in (0.1, 0.2, 0.5):
    w_blunt, _ = minimise_energy(b, n)
    assert abs(w_blunt[-1]/tip_uniform - blunt_ratio(b)) < 1e-3
# A tip force on a knife edge: deflection grows by ln 2 per halved step.
tip_fine = minimise_energy(0.0, n, True)[0][-1]
tip_half = minimise_energy(0.0, n // 2, True)[0][-1]
assert abs(tip_fine - tip_half - np.log(2)) < 1e-4

# --- example: silicon lines, rough typical inputs, SI units ---
nm = 1e-9
H, t0, space = 150*nm, 20*nm, 20*nm
gamma = 0.02                            # alcohol surface tension, N/m
C11, C12, C44 = 170e9, 64e9, 80e9       # rough silicon constants, Pa
oxide_skin, oxide_modulus = 1*nm, 75e9  # rough native oxide values


def plane_strain_modulus(angle):
    """Stress/strain along z=[001]; no strain along line, free side faces."""
    C = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            C[i, i, j, j] = C11 if i == j else C12
            if i != j:
                C[i, j, i, j] = C[i, j, j, i] = C44
    c, s = np.cos(angle), np.sin(angle)
    R = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    C = np.einsum('ia,jb,kc,ld,abcd->ijkl', R, R, R, R, C, optimize=True)
    side_strain = -C[0, 0, 2, 2] / C[0, 0, 0, 0]
    return C[2, 2, 2, 2] + C[2, 2, 0, 0]*side_strain


E_line = plane_strain_modulus(np.pi/4)
E_100 = plane_strain_modulus(0.0)
E_free = C11 - 2*C12**2/(C11 + C12)
assert abs(E_line/(C11 - C12**2/((C11 + C12)/2 + C44)) - 1) < 1e-10
B0 = E_line*t0**3/12
pressure = 2*gamma/space
d_uniform = pressure*H**4/(8*B0)
d_knife = pressure*H**4/(2*B0)
surface_stress = 3*pressure*H**2/t0**2
slope_scale = pressure*H**3/(2*B0)
steep_length = H*np.exp(-0.3/slope_scale)

# Base rotation = coefficient * moment/(E' t0^2), from half-plane elasticity
# with a linear bending stress on the footprint (work-averaged rotation).


def footprint_displacement(x):
    def f(y):
        return y*np.log(abs(x - y))
    return quad(f, -0.5, x)[0] + quad(f, x, 0.5)[0]


double_integral = quad(lambda x: x*footprint_displacement(x), -0.5, 0.5)[0]
base_coefficient = -288*double_integral/np.pi
assert abs(base_coefficient - 18/np.pi) < 1e-5
d_base = base_coefficient*(pressure*H**2/2)/(E_line*t0**2)*H
ratio_base = (d_knife + d_base)/(d_uniform + d_base)

# Shear, with the rectangular-section factor 6/5 as an estimate for both.
shear_uniform = 1.2*pressure*H**2/(2*C44*t0)
shear_knife = 1.2*pressure*H**2/(C44*t0)


# Oxide skin on both faces, included in the local bending stiffness.
def skin_stiffness(t):
    core = max(t - 2*oxide_skin, 0.0)
    return (E_line*core**3 + oxide_modulus*(t**3 - core**3))/12


half_core, half_line = t0/2 - oxide_skin, t0/2
layer_sum = 2*E_line*quad(lambda y: y*y, 0, half_core)[0]
layer_sum += 2*oxide_modulus*quad(lambda y: y*y, half_core, half_line)[0]
assert abs(layer_sum/skin_stiffness(t0) - 1) < 1e-8
oxide_uniform = pressure*H**4/(8*skin_stiffness(t0))
oxide_knife = pressure*H**4/2*quad(
    lambda x: x**3/skin_stiffness(t0*x), 1e-9, 1,
    points=[2*oxide_skin/t0], limit=200)[0]


# Pull of the liquid contact line at the top edge, zero contact angle.
def contact_line_fraction(b):
    tilt = np.arctan((1 - b)*t0/(2*H))
    side_force = gamma*np.sin(tilt)
    edge_moment = gamma*np.cos(tilt)*b*t0/2

    def moment_integral(power):
        return quad(lambda x: x**power/(b + (1 - b)*x)**3, 0, 1)[0]
    extra = side_force*moment_integral(2) + edge_moment/H*moment_integral(1)
    return extra/(pressure*H/2*moment_integral(3))


# Vertical part of the pressure on the tilted face of the knife-edge line.
tan_tilt = t0/(2*H)
base_moment = H**2*quad(
    lambda z: z - tan_tilt*(t0/(2*H))*(1 - z), 0, 1)[0]
tilt_loss = 1 - base_moment/(H**2/2)
assert abs(tilt_loss - tan_tilt**2) < 1e-10

# Equal pitch: knife-edge lines have a wider top opening, hence less pressure.
wide_gap = space + t0
pressure_pitch = 2*gamma*np.cos(np.arctan(tan_tilt))/wide_gap
d_knife_pitch = pressure_pitch*H**4/(2*B0)


# Two neighbours lean together: pressure scales as 1/(gap - 2 deflection).
def leaning_deflection(first, gap):
    root = gap/4*(1 - np.sqrt(1 - 8*first/gap))
    trial = first
    for _ in range(300):
        trial = first/(1 - 2*trial/gap)
    assert abs(trial/root - 1) < 1e-8
    return root


lean_uniform = leaning_deflection(d_uniform, space)
lean_knife = leaning_deflection(d_knife_pitch, wide_gap)


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('Reduced tip deflection, uniform, numerical', tip_uniform, '', 6)
show('Reduced tip deflection, knife, numerical', tip_knife, '', 6)
show('Tip ratio from energy minimisation', numerical_ratio, '', 6)
for height in (0.25, 0.5, 0.75):
    x = 1 - height
    show(f'Deflection ratio at height {height} H',
         knife_profile(x)/uniform_profile(x))
for b in (0.05, 0.1, 0.2, 0.5):
    show(f'Tip ratio, top {b*t0/nm:.0f} nm thick', blunt_ratio(b))
show('Height', H/nm, 'nm')
show('Base thickness', t0/nm, 'nm')
show('Space between uniform lines', space/nm, 'nm')
show('Surface tension (rough)', gamma, 'N/m')
show('C11 (rough)', C11/1e9, 'GPa')
show('C12 (rough)', C12/1e9, 'GPa')
show('C44 (rough)', C44/1e9, 'GPa')
show('Plane-strain modulus, line along [110]', E_line/1e9, 'GPa')
show('Plane-strain modulus, line along [100]', E_100/1e9, 'GPa')
show('Young modulus along [001], free sides', E_free/1e9, 'GPa')
show('Base bending stiffness per length', B0, 'N m')
show('Capillary pressure', pressure/1e6, 'MPa')
show('Capillary pressure', pressure*1e-30/electron_charge, 'eV/A^3')
show('Tip deflection, uniform', d_uniform/nm, 'nm')
show('Tip deflection, uniform', d_uniform*1e10, 'A')
show('Tip deflection, knife edge', d_knife/nm, 'nm')
show('Tip deflection, knife edge', d_knife*1e10, 'A')
show('Surface stress at base, both lines', surface_stress/1e6, 'MPa')
show('Knife slope scale p H^3/(2 B0)', slope_scale)
show('Length at tip with slope above 0.3', steep_length/nm, 'nm', 2)
show('Base rotation coefficient', base_coefficient)
show('Tip shift from yielding base, each line', d_base/nm, 'nm', 3)
show('Tip ratio with yielding base', ratio_base, '', 3)
show('Shear addition, uniform', 100*shear_uniform/d_uniform, '%', 2)
show('Shear addition, knife edge', 100*shear_knife/d_knife, '%', 2)
show('Oxide skin thickness (rough)', oxide_skin/nm, 'nm')
show('Oxide modulus (rough)', oxide_modulus/1e9, 'GPa')
show('Tip deflection with oxide, uniform', oxide_uniform/nm, 'nm', 3)
show('Tip deflection with oxide, knife edge', oxide_knife/nm, 'nm', 3)
show('Tip ratio with oxide', oxide_knife/oxide_uniform, '', 3)
show('Contact-line addition, uniform', 100*contact_line_fraction(1), '%', 2)
show('Contact-line addition, 2 nm top',
     100*contact_line_fraction(2*nm/t0), '%', 2)
show('Moment loss from tilted face, knife', 100*tilt_loss, '%', 2)
show('Equal pitch: top opening of knife lines', wide_gap/nm, 'nm')
show('Equal pitch: pressure on knife lines', pressure_pitch/1e6, 'MPa')
show('Equal pitch: knife tip deflection', d_knife_pitch/nm, 'nm')
show('Equal pitch: tip ratio', d_knife_pitch/d_uniform)
show('Leaning pair: uniform tip deflection', lean_uniform/nm, 'nm', 3)
show('Leaning pair: knife tip, equal pitch', lean_knife/nm, 'nm', 3)
print('done: every assertion held')
```

Running it gives:

```
Reduced tip deflection, uniform, numerical: 0.125
Reduced tip deflection, knife, numerical: 0.5
Tip ratio from energy minimisation: 3.99999
Deflection ratio at height 0.25 H: 1.299
Deflection ratio at height 0.5 H: 1.733
Deflection ratio at height 0.75 H: 2.416
Tip ratio, top 1 nm thick: 3.036
Tip ratio, top 2 nm thick: 2.62
Tip ratio, top 4 nm thick: 2.132
Tip ratio, top 10 nm thick: 1.458
Height: 150 nm
Base thickness: 20 nm
Space between uniform lines: 20 nm
Surface tension (rough): 0.02 N/m
C11 (rough): 170 GPa
C12 (rough): 64 GPa
C44 (rough): 80 GPa
Plane-strain modulus, line along [110]: 149.2 GPa
Plane-strain modulus, line along [100]: 145.9 GPa
Young modulus along [001], free sides: 135 GPa
Base bending stiffness per length: 9.947e-14 N m
Capillary pressure: 2 MPa
Capillary pressure: 1.248e-05 eV/A^3
Tip deflection, uniform: 1.272 nm
Tip deflection, uniform: 12.72 A
Tip deflection, knife edge: 5.089 nm
Tip deflection, knife edge: 50.89 A
Surface stress at base, both lines: 337.5 MPa
Knife slope scale p H^3/(2 B0): 0.03393
Length at tip with slope above 0.3: 0.022 nm
Base rotation coefficient: 5.73
Tip shift from yielding base, each line: 0.324 nm
Tip ratio with yielding base: 3.39
Shear addition, uniform: 1.3 %
Shear addition, knife edge: 0.66 %
Oxide skin thickness (rough): 1 nm
Oxide modulus (rough): 75 GPa
Tip deflection with oxide, uniform: 1.47 nm
Tip deflection with oxide, knife edge: 7.36 nm
Tip ratio with oxide: 5
Contact-line addition, uniform: 1.8 %
Contact-line addition, 2 nm top: 2.3 %
Moment loss from tilted face, knife: 0.44 %
Equal pitch: top opening of knife lines: 40 nm
Equal pitch: pressure on knife lines: 0.9978 MPa
Equal pitch: knife tip deflection: 2.539 nm
Equal pitch: tip ratio: 1.996
Leaning pair: uniform tip deflection: 1.5 nm
Leaning pair: knife tip, equal pitch: 2.98 nm
done: every assertion held
```
